# Why silicon's conduction-band minimum lies inside the zone, near X

**Question.** Silicon's conduction band has its lowest points on the lines from Γ to the X points, roughly 0.85 of the way out. X is equivalent to $-$X, so time reversal makes any band that is nondegenerate there flat, and X would seem a natural place for a minimum. Why is the minimum not at X, and what sets its distance from X?

**Answer.** The mechanism is an interference between the two atoms of the primitive cell.

### Two travelling waves that do not mix

Hartree atomic units are used, and spin-orbit coupling is left out. The cubic lattice constant is $a$. The two atoms of the cell sit at $\pm\boldsymbol\tau$, with $\boldsymbol\tau=(a/8)(1,1,1)$. On the line considered, the wave vector is $(0,0,k)$; Γ is $k=0$ and X is $k=2\pi/a$.

Begin with nearly free electrons. At X the waves $e^{2\pi i z/a}$ and $e^{-2\pi i z/a}$ have equal kinetic energy. Their wave vectors differ by $\mathbf G=(0,0,4\pi/a)$, a reciprocal lattice vector, so the crystal potential could couple them. Coupling would produce two standing waves, which carry no momentum, and the bands would be flat at X.

Two equal atoms at $\pm\boldsymbol\tau$ contribute to this Fourier component of the potential in proportion to

$$e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}=2\cos(\mathbf G\cdot\boldsymbol\tau)=2\cos\!\left(\frac{4\pi}{a}\,\frac a8\right)=2\cos\frac{\pi}{2}=0 .$$

The waves scattered by the two atoms cancel. The direct coupling is absent, and the two travelling waves stay degenerate with opposite momenta.

This pair has the lowest kinetic energy at X and becomes the lowest valence level; the conduction level is the next level of the same symmetry. The argument is also not yet a proof for a real band, because the two waves could be coupled indirectly, through other plane waves. A symmetry operation shows that the indirect routes cancel too.

### The glide and its eigenvalues

Consider the glide

$$g:\ (x,y,z)\to(-x,\;y+a/4,\;z+a/4).$$

It sends the atom at $+\boldsymbol\tau$ to $(a/8)(-1,3,3)=-\boldsymbol\tau+(0,a/2,a/2)$, a site of the other sublattice. It sends $-\boldsymbol\tau$ to $(a/8)(1,1,1)=+\boldsymbol\tau$. Since the atoms are equal, $g$ is a symmetry of the crystal. It acts on functions by

$$(\hat g\psi)(x,y,z)=\psi(-x,\;y-a/4,\;z-a/4).$$

The reflection of $x$ leaves the wave vector $(0,0,k)$ unchanged, so $\hat g$ can be diagonalized together with the Hamiltonian $H$ on this line. Applying it twice gives a lattice translation:

$$(\hat g^2\psi)(\mathbf r)=\psi(x,\;y-a/2,\;z-a/2)=e^{-ika/2}\,\psi(\mathbf r),$$

where the last step is Bloch's theorem. The eigenvalues of $\hat g$ are therefore

$$s\,e^{-ika/4},\qquad s=\pm1 .$$

The exchange $x\leftrightarrow y$ is also a symmetry, and it leaves each atom of the cell in place. The two branches of interest are both even under it. They differ in the glide: $\Delta_1$ has $s=+1$ and $\Delta_2'$ has $s=-1$.

At X the phase is $e^{-i\pi/2}=-i$. A $\Delta_1$ state then has glide eigenvalue $-i$, and a $\Delta_2'$ state has $+i$.

### Why the branches meet, with opposite slopes

Let $\varphi$ be a $\Delta_1$ eigenstate at X. Without spin-orbit coupling and without a magnetic field $H$ is real, so $\varphi^*$ is an eigenstate with the same energy. Its wave vector is $-2\pi/a$, which differs from $+2\pi/a$ by the reciprocal lattice vector $4\pi/a$. It is thus also a state at X. Since $\hat g$ contains no complex numbers,

$$\hat g\,\varphi^*=(\hat g\varphi)^*=(-i\varphi)^*=+i\,\varphi^* .$$

So $\varphi^*$ is a $\Delta_2'$ state. The two functions are orthogonal, because they belong to different eigenvalues of a unitary operator. The level is at least twofold degenerate, and $\Delta_1$ and $\Delta_2'$ must meet there. The conduction level in question is called $X_1$.

To leave X, set $k=2\pi/a+q$ and write the Bloch function as $\psi=e^{iqz}\varphi_q$, where $\varphi_q$ keeps the Bloch phase of X. Then $\varphi_q$ is an eigenfunction of

$$H(q)=e^{-iqz}He^{iqz}.$$

The sector labels carry over. The factor $e^{iqz}$ contributes $e^{-iqa/4}$ to the glide eigenvalue, and this is the change of $e^{-ika/4}$ between X and $k$. Hence $\varphi_q$ still has eigenvalue $-i$ for $\Delta_1$ and $+i$ for $\Delta_2'$.

Complex conjugation turns $H(q)$ into $e^{iqz}He^{-iqz}=H(-q)$ and exchanges the two sectors. Therefore

$$E_{\Delta_1}(q)=E_{\Delta_2'}(-q).$$

Differentiation at $q=0$ gives

$$\left.\frac{dE_{\Delta_1}}{dq}\right|_{0}=v,\qquad \left.\frac{dE_{\Delta_2'}}{dq}\right|_{0}=-v .$$

This relation replaces the usual reason for flatness. A band that satisfies $E(q)=E(-q)$ by itself, and is smooth, must have zero slope at $q=0$. Here the reflection about X carries one branch into the other, so the slope of each is free.

Symmetry forces the meeting and the opposite signs. It does not fix the size of $v$, and a particular potential could make $v$ vanish by accident. That symmetry alone does not make it vanish is shown by the lowest free-electron pair, which has the same symmetry and $v=2\pi/a$, and by the crystal computed below.

### Why the minimum is then inside the zone

Points between Γ and X have $q<0$. To first order the two energies there are $E_X+vq$ and $E_X-vq$, and the lower one is $E_X-|v||q|$. A small step inward from X lowers the energy, so for $v\neq0$ X cannot be the minimum of the lower branch. That branch has an upward-pointing kink at X.

The branch is continuous from Γ to X, so it has a lowest value somewhere on this closed interval. X is excluded. If the branch is higher at Γ than at X, Γ is excluded as well, and the minimum lies between them. This second condition concerns the energies of the particular crystal and does not follow from the glide.

### The two-band model

To find the position, take a local potential, $H=p^2/2+V(\mathbf r)$. Since $e^{-iqz}p_ze^{iqz}=p_z+q$,

$$H(q)=H+q\,p_z+\frac{q^2}{2}.$$

The operator $p_z$ is unchanged by reflecting $x$, by translations and by exchanging $x$ and $y$. It therefore couples only states of the same sector, and $\langle\Delta_1|p_z|\Delta_2'\rangle=0$ at X. Within the $\Delta_1$ sector the conduction state $c$ is taken to be nondegenerate, so ordinary perturbation theory applies. The first-order term gives the slope,

$$v=\langle c|p_z|c\rangle .$$

The second-order term is $q^2\sum_{n\ne c}|\langle n|p_z|c\rangle|^2/(E_c-E_n)$, with $n$ running over the other $\Delta_1$ states at X. Adding $q^2/2$ and calling the sum $q^2/(2m)$ gives

$$\frac1m=1+2\sum_{n\neq c}\frac{|\langle n|p_z|c\rangle|^2}{E_c-E_n}.$$

States below $c$ increase $1/m$, and states above it decrease $1/m$. The relation $E_{\Delta_1}(q)=E_{\Delta_2'}(-q)$ gives the second branch the same $m$ and the opposite slope. In the basis $(\Delta_1,\Delta_2')$, to second order in $q$,

$$H_{\rm 2b}=E_X+\frac{q^2}{2m}+v\,q\,\sigma_z,\qquad \sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Take $v>0$, so that $\Delta_1$ is the lower branch inside the zone; for $v<0$ the labels are exchanged. Completing the square,

$$E_{\Delta_1}-E_X=\frac{q^2}{2m}+vq=\frac{(q+mv)^2}{2m}-\frac{mv^2}{2}.$$

For $m>0$ the minimum is at $q_0=-mv$, at a depth $mv^2/2$ below X. As a fraction of the distance from Γ to X it lies at

$$\kappa_0=1-\frac{m|v|\,a}{2\pi}.$$

At the same $q_0$ the other branch has the energy

$$E_{\Delta_2'}-E_X=\frac{m^2v^2}{2m}+mv^2=\frac{3mv^2}{2},$$

so the two branches are separated there by $2mv^2$, four times the depth.

The slope pushes the minimum away from X, and the curvature $1/m$ stops it. As $v\to0$ the minimum moves into X, and its depth vanishes as $v^2$. The model is reliable when the cubic and higher terms in $q$ are small at $q_0$, which is to be expected when $|q_0\langle n|p_z|c\rangle|$ is small compared with $|E_c-E_n|$ for the other levels of the sector. If $m$ were negative, those higher terms would be needed to find any minimum.

### The number

The worked example is a model crystal with the diamond structure and a local pseudopotential. It has $a=10.3$ bohr and form factors $-0.10$, $0.02$ and $0.04$ hartree at $|\mathbf G|^2=3$, 8 and 11 in units of $(2\pi/a)^2$. These are rounded, silicon-like values. The model omits nonlocal and spin-orbit terms, and it is not a first-principles calculation of silicon. It serves to test the mechanism with the same lattice and the same order of the relevant levels.

Diagonalization in plane waves gives, at X,

$$v=0.1035\ \text{a.u.},\qquad m=0.805 .$$

The slope is positive, so $\Delta_1$ is the lower branch. For scale, $2\pi/a=0.610$ bohr$^{-1}$. The velocity is the average of $K_z$ over the plane waves in the state, and here that average is $0.1035/0.610=0.17$ of $2\pi/a$. The conduction state is the second $\Delta_1$ level at X. For free electrons it is a combination of the four waves with $\mathbf K=(2\pi/a)(\pm1,\pm1,0)$, which have $K_z=0$, so its slope would vanish. The slope is nonzero only because the potential mixes in waves with $K_z\neq0$; the form factor at $|\mathbf G|^2=3$, for example, couples these four waves to $e^{2\pi iz/a}$.

The two-band model then predicts

$$m|v|=0.8047\times0.10346=0.08325\ \text{bohr}^{-1},\qquad \kappa_0=1-\frac{0.08325}{0.61002}=0.864 .$$

The minimum of the fully diagonalized band is at $\kappa=0.858$. The other two predictions compare as follows.

- The depth is $mv^2/2=4.31$ millihartree in the model and 4.42 millihartree (0.120 eV) in the full band. The model is 2.4% low relative to the full value.
- The separation of the branches, each taken at its own minimum position, is 17.2 millihartree in the model and 18.1 millihartree in the full bands. The model is 5% low relative to the full value.

The remaining error in position comes mainly from the cubic term. Let the first omitted term in $E_{\Delta_1}$ be $Cq^3$; in $E_{\Delta_2'}$ it is then $-Cq^3$. At $\kappa=0.85$, where $q=-0.0915$ bohr$^{-1}$, the full energies differ from the model by $-0.136$ millihartree for $\Delta_1$ and $+0.133$ millihartree for $\Delta_2'$. The nearly opposite values show that odd terms dominate. Half their difference gives $Cq^3\approx-0.1345$ millihartree, hence $C\approx0.176$ a.u.

With this term the condition for the minimum is $v+q/m+3Cq^2=0$. Evaluating the small term at $q_0$ shifts the minimum by

$$\delta q\approx-3mCq_0^2\approx-0.0029\ \text{bohr}^{-1},$$

or $-0.005$ in $\kappa$. This moves 0.864 to 0.859, close to the full result.

The energetic conditions also hold in this model. The $\Delta_1$ branch is 93 millihartree higher at Γ than at X. Perpendicular to the line the band curves upward, with a transverse mass of about 0.18. On a mesh of 89 points covering the symmetry-distinct part of the zone, with spacing $\tfrac18(2\pi/a)$, the lowest conduction energy is at $(0,0,0.875)$ in units of $2\pi/a$. This is the mesh point nearest to the minimum found on the line.

The value near 0.85 is not a symmetry constant. Changing the first form factor from $-0.10$ to $-0.08$ hartree moves the minimum of the $\Delta_1$ branch from 0.858 to 0.883, while the degeneracy at X remains. This change is large: the minimum then lies about 0.3 eV below the top of the valence band, so the altered crystal is no longer a semiconductor and serves only to show that the position depends on the potential. The agreement with silicon's rough 0.85 reflects the silicon-like parameters and is not an independent prediction.

### What happens when the glide is removed

The role of the glide can be tested by making the two atoms different. Add a potential $W$ that has opposite signs on the two sublattices. Since $g$ exchanges the sublattices, $\hat gW\hat g^{-1}=-W$. Let $\varphi_1$ and $\varphi_2$ be the $\Delta_1$ and $\Delta_2'$ states at X, with glide eigenvalues $\lambda_1=-i$ and $\lambda_2=+i$. Because $\hat g$ is unitary,

$$\langle\varphi_i|W|\varphi_j\rangle=\langle\hat g\varphi_i|\,\hat gW\hat g^{-1}\,|\hat g\varphi_j\rangle=-\lambda_i^*\lambda_j\,\langle\varphi_i|W|\varphi_j\rangle .$$

For $i=j$ the factor is $-1$, so the diagonal elements vanish. For $i=1$, $j=2$ it is $-(i)(i)=+1$, so coupling is allowed. With the phases of the states chosen to make this element a positive number $d$, and to first order in $W$, the model gains a term $d\,\sigma_x$. The square of $vq\,\sigma_z+d\,\sigma_x$ is $v^2q^2+d^2$, so the lower branch is

$$E_-(q)-E_X=\frac{q^2}{2m}-\sqrt{v^2q^2+d^2}.$$

Its derivative is

$$\frac{dE_-}{dq}=q\left(\frac1m-\frac{v^2}{\sqrt{v^2q^2+d^2}}\right).$$

This vanishes at $q=0$: the degeneracy is split by $2d$, and the kink has become a smooth extremum. The bracket vanishes when $\sqrt{v^2q^2+d^2}=mv^2$, which gives

$$|q|=m|v|\sqrt{1-\rho^2},\qquad \rho=\frac{d}{mv^2}.$$

For $\rho<1$ the curvature at X, $1/m-v^2/d$, is negative. X is then a local maximum along the line, and the minimum stays inside the zone. For $\rho>1$ the curvature is positive and the minimum is at X.

In the model crystal $mv^2=8.61$ millihartree. For $\rho=0.6$ the distance of the minimum from X should shrink to $\sqrt{1-0.36}=0.80$ of its former value. For the full bands $W$ is taken to have a single antisymmetric form factor, at $|\mathbf G|^2=4$, scaled to give the required $d$ (for $\rho=0.6$, $d=5.17$ millihartree, which takes a form factor of 4.26 millihartree). They give 0.79, with the minimum at $\kappa=0.888$. This ratio is not fixed by $\rho$ alone, since the terms left out of the model depend on the shape of $W$. For $\rho=1.5$ the full calculation with the same form of $W$, on a grid of step 0.01 in $\kappa$, has its minimum at X.

An interior minimum can therefore exist without the glide, but a minimum at X then becomes possible as well. In silicon the two atoms are equal and the glide is present. Given $v\neq0$, the minimum of this branch cannot be at X, and the balance between $v$ and $1/m$ decides how far inside it lies.

## Numbers as computed

```
lattice constant a = 10.3 bohr
2 pi/a = 0.61002 bohr^-1
form factor at |G|^2=3: -0.10 hartree
form factor at |G|^2=8: 0.02 hartree
form factor at |G|^2=11: 0.04 hartree
plane waves = 254
largest pair splitting at X = 4.1e-15 hartree
largest mirror-identity error = 8.9e-15 hartree
slope v of Delta1 at X = 0.10346 a.u.
doublet slopes = -0.10346, 0.10346 a.u.
slope by finite difference = 0.10346 a.u.
k.p mass m at X = 0.8047 electron masses
1/m: k.p sum 1.2427, difference 1.2427
two-band |q0| = m|v| = 0.08325 bohr^-1
minimum kappa: two-band 0.8635, full 0.8583
minimum kappa, 468 plane waves = 0.8583
depth below X: two-band 4.307 millihartree
depth below X: full 4.415 millihartree = 0.1201 eV
branch separation at own minimum: two-band 17.23, full 18.11 millihartree
Delta1 at Gamma above X: 93.18 millihartree
transverse mass at minimum = 0.1786 electron masses
lowest mesh point = [0.    0.    0.875] (2 pi/a), of 89 points
indirect gap on mesh = 0.0232 hartree
energies from X in millihartree:
kappa  D1 full  D1 model  D2' full  D2' model
0.75    -1.953    -1.327    30.826    30.229
0.80    -3.694    -3.374    22.183    21.871
0.85    -4.400    -4.264    14.802    14.669
0.90    -4.039    -3.999     8.663     8.623
0.95    -2.583    -2.578     3.739     3.734
1.00     0.000     0.000    -0.000     0.000
form factor at |G|^2=3 set to -0.08 hartree: kappa = 0.8829
m v^2 = 8.613 millihartree
unequal atoms, d/(m v^2) = 0.6: d = 5.168 millihartree
  antisymmetric form factor = 4.262 millihartree
  splitting at X: 2d 10.336, full 10.337 millihartree
  minimum kappa = 0.8880
  distance from X / old: model 0.800, full 0.791
unequal atoms, d/(m v^2) = 1.5: d = 12.920 millihartree
  antisymmetric form factor = 10.654 millihartree
  minimum kappa = 1.00 (grid step 0.01)
```
